# Why a Switched-Off Electronegative Discharge Can Become an Ion-Ion Plasma

**Question.** When the power to an electronegative processing discharge is switched off, the plasma is no longer sustained and begins to decay. Why can the electrons run out while most of the ions remain, and when does this fail?

**Answer.**

## The mechanism

Two processes that remove electrons, attachment and escape to the wall, act differently on the ions. Attachment turns an electron into a negative ion. The positive ions are untouched, so attachment replaces light negative charge by heavy negative charge. Escape to the wall creates no negative ion. An electron that escapes from a quasineutral plasma takes a positive ion with it, and what remains is richer in the negative ions that were already there. Without attachment and without initial negative ions, escape therefore leaves no ion-ion plasma, however fast it is.

Escape can still exhaust the electrons first, because the positive ions set its rate. To see this, consider a plane gap of width \(L\) between absorbing walls, with transport limited by collisions with the gas and no ionization, no electron-ion recombination and no detachment of electrons from negative ions after switch-off. Let \(p\), \(m\) and \(n\) be the densities of positive ions, negative ions and electrons, all divided by the initial central positive-ion density \(n_0\). Quasineutrality means \(p=m+n\). All species have the temperature \(T\), both ions have the diffusivity \(D\), and the electron mobility is \(R\gg1\) times the ion mobility. By the Einstein relation the electron diffusivity is then \(RD\). With \(\varepsilon=E/V_T\), \(V_T=k_BT/e\), and a prime for \(\partial/\partial x\), the fluxes are

\[
\Gamma_+=-D(p'-p\varepsilon),\quad
\Gamma_-=-D(m'+m\varepsilon),\quad
\Gamma_e=-RD(n'+n\varepsilon).
\]

In a quasineutral plane plasma the current is uniform in \(x\), and by symmetry it vanishes at the midplane. Hence \(\Gamma_+=\Gamma_-+\Gamma_e\) everywhere.

Add the two ion fluxes and use \(p-m=n\):

\[
\Gamma_++\Gamma_-=-D(p'+m')+Dn\varepsilon .
\]

The electron equation gives \(n\varepsilon=-n'-\Gamma_e/(RD)\). Since \(m'+n'=p'\),

\[
\Gamma_++\Gamma_-=-2Dp'-\Gamma_e/R .
\]

As long as the field keeps negative ions from the wall, \(\Gamma_-\approx0\) there and \(\Gamma_+\approx\Gamma_e\). The electron flux to the wall is then close to \(-2Dp'\), which contains no electron density. A minority of electrons pays for the loss of the whole positive-ion population: each escape removes one particle of each kind, but that is a larger fraction of the smaller population.

## Rate equations and the moment of handover

Setting the current to zero and solving for the field gives

\[
\varepsilon=\frac{p'-m'-Rn'}{p+m+Rn}.
\]

Leave recombination aside for now and let all three profiles be proportional to \(g=\cos(\pi x/L)\), with central values \(P\), \(M\) and \(N\). Then \(\varepsilon=-c\,g'/g\). With \(M=P-N\),

\[
c=\frac{M+RN-P}{P+M+RN}=\frac{(R-1)N}{S},\qquad S=P+M+RN=2P+(R-1)N .
\]

Because \(c\) does not depend on \(x\), each flux is proportional to \(g'\):

\[
\Gamma_+=-D(1+c)Pg',\quad \Gamma_-=-D(1-c)Mg',\quad \Gamma_e=-RD(1-c)Ng'.
\]

Here \(1-c=2P/S\) and \(1+c=2(M+RN)/S\). Since \(g''=-(\pi/L)^2g\), each flux divergence is again a cosine and the profiles keep their shape. Define \(\nu=D(\pi/L)^2\), and let \(a\) be the attachment frequency, taken as constant.

Recombination, with coefficient \(k\), removes ions at the local rate \(kn_0pm\), which distorts the cosine. I keep its total effect by averaging over the gap. The mean of \(g^2\) is \(1/2\) and the mean of \(g\) is \(2/\pi\), so the averaged frequency is \(\kappa=(\pi/4)kn_0\). The rate equations are

\[
\dot N=-aN-2\nu P\frac{RN}{S},
\]
\[
\dot M=aN-2\nu P\frac{M}{S}-\kappa PM,
\]
\[
\dot P=-2\nu P\frac{M+RN}{S}-\kappa PM .
\]

While \(RN\gg P\), the electron wall loss is close to \(2\nu P\), as found above. The ratio of negative-ion to electron wall loss is \(M/(RN)\). This supplies a criterion: the ion-ion stage begins at the time \(t_*\) when

\[
M=RN .
\]

From then on negative ions carry most of the negative wall flux, and the field that confined them collapses. Having more negative ions than electrons is not enough; the excess must reach the mobility ratio.

## Escape alone

Take \(a=\kappa=0\). Dividing each equation by its own density gives

\[
\frac{\dot M}{M}=-\frac{2\nu P}{S}=\frac1R\frac{\dot N}{N}
\quad\Rightarrow\quad
\frac{M}{M_0}=\left(\frac{N}{N_0}\right)^{1/R}.
\]

The exponent \(1/R\) is why the negative ions stay: the electron density can fall a hundredfold while theirs hardly changes. A second relation follows by addition:

\[
\frac{\dot P}{P}+\frac1R\frac{\dot N}{N}=-2\nu\frac{M+RN+P}{S}=-2\nu .
\]

Since \(P_0=1\), integration gives

\[
2\nu t=\ln\frac1P+\frac1R\ln\frac{N_0}{N}.
\]

At handover \(N_*=M_*/R\). Inserting this in the first relation and raising it to the power \(R\) gives \(M_*^{R}=M_0^{R}M_*/(RN_0)\), or

\[
M_*=\left[\frac{M_0^R}{RN_0}\right]^{1/(R-1)} .
\]

## Attachment, escape and recombination together

With all three processes present, \(t_*\) can be enclosed between two closed expressions. Write \(\delta=N_0\), and assume \(\delta>1/(R+1)\), so that the plasma has not already passed handover.

For the lower bound, note that \(S-RN=2P-N\ge0\), so \(RN/S\le1\). Also \(P\le1\). Hence \(\dot N\ge-aN-2\nu\), and

\[
N(t)\ge\left(\delta+\frac{2\nu}{a}\right)e^{-at}-\frac{2\nu}{a}.
\]

At handover \(P_*=(R+1)N_*\), so \(N_*\le1/(R+1)\). The right-hand side must have fallen to this value by then:

\[
t_*\ge t_1=\frac1a\ln\frac{a\delta+2\nu}{a/(R+1)+2\nu}.
\]

For the upper bound, the positive ions obey \(\dot P\ge-bP\) with \(b=2\nu+\kappa\), because \((M+RN)/S\le1\) and \(M\le1\). So \(P\ge e^{-bt}\). Before handover \(N/P\ge1/(R+1)\). The factor \(RN/S=R/(2P/N+R-1)\) grows with \(N/P\), so it is at least \(R/(3R+1)\). With \(w=2\nu R/(3R+1)\),

\[
\dot N\le-aN-we^{-bt}.
\]

Let \(Y e^{-bt}\) solve this with the equality sign, starting from \(Y(0)=\delta\). Then \(N\le Ye^{-bt}\) and \(\dot Y=-AY-w\), where \(A=a-b\). The combination \(AY+w\) varies as \(e^{-At}\). Before handover \(N>P/(R+1)\ge e^{-bt}/(R+1)\), which requires \(Y>1/(R+1)\). Handover therefore comes no later than the moment when \(Y\) reaches that value:

\[
t_*\le t_2=\frac1A\ln\frac{A\delta+w}{A/(R+1)+w},
\qquad P_*\ge e^{-bt_2}.
\]

If \(A<0\), the formula applies when both \(A\delta+w\) and \(A/(R+1)+w\) are positive; otherwise this argument gives no upper bound.

Within these rate equations, which contain no detachment, a sufficient condition for a dense ion-ion plasma is thus \(bt_2\ll1\): the electrons must be gone within a small part of the ion lifetime. The two bounds together show two routes. For vanishing attachment, \(t_1\to[\delta-1/(R+1)]/(2\nu)\). If also \(|A|\delta\ll w\), expanding the logarithm in the upper bound gives \(t_2\approx[\delta-1/(R+1)]/w\), about three times \(t_1\). Both are short if there are few electrons to remove. If instead \(a\gg b\) and attachment dominates both terms of each logarithm, both bounds approach \(\ln[\delta(R+1)]/a\), and even a large electron fraction goes quickly.

## A discharge with no negative ions at the start

Here the ion-ion plasma must be created by attachment during the afterglow. Let \(M_0=0\), \(\kappa=0\) and \(R\to\infty\). As long as electrons remain, \(S\to RN\), so \(\dot P=-2\nu P\) and \(\dot N=-aN-2\nu P\). With \(z=N/P\), \(\tau=2\nu t\) and \(r=a/(2\nu)\),

\[
\frac{dz}{d\tau}=-(r-1)z-1,\qquad z(0)=1,
\]

and therefore \((r-1)z+1=re^{-(r-1)\tau}\). The electrons vanish at \(\tau=\ln r/(r-1)\), and the positive-ion fraction left is

\[
P_*=e^{-\tau}=r^{1/(1-r)} .
\]

At \(r=1\) the limit is \(e^{-1}\). For \(r\ll1\) the fraction is about \(r\), so slow attachment leaves almost nothing. For \(r\gg1\) it approaches one. The averaged equations, integrated with \(R=10^5\), were tested against this law: they leave 0.0095, 0.179 and 0.9545 for \(r=0.01\), 0.3 and 100.

## Numbers for a chlorine etching discharge

The inputs are rough typical values: 20 mTorr, 300 K, a 10 cm gap, half of the gas particles undissociated \(\mathrm{Cl_2}\) molecules, \(n_0=10^{11}\ \mathrm{cm^{-3}}\), and five negative ions per electron, so \(\delta=1/6\). The attachment coefficient is \(3\times10^{-10}\) and the recombination coefficient \(5\times10^{-8}\ \mathrm{cm^3/s}\).

The gas density is \(6.44\times10^{14}\ \mathrm{cm^{-3}}\), which gives

\[
a=(3\times10^{-10})(0.5)(6.44\times10^{14})=9.66\times10^4\ \mathrm{s^{-1}} .
\]

An ion mobility of \(8.35\times10^4\ \mathrm{cm^2/Vs}\) and \(V_T=0.02585\) V give \(D=2158\ \mathrm{cm^2/s}\) and \(\nu=2158(\pi/10)^2=213\ \mathrm{s^{-1}}\). The electron mobility is \(5.46\times10^7\ \mathrm{cm^2/Vs}\), so \(R=655\). Both mobilities count only collisions with the gas; the last section gives the effect of Coulomb collisions. Finally \(\kappa=3927\ \mathrm{s^{-1}}\) and \(b=426+3927=4353\ \mathrm{s^{-1}}\).

In the lower bound, \(a\delta+2\nu=16094+426\) and \(a/(R+1)+2\nu=147+426\), both in \(\mathrm{s^{-1}}\). Thus

\[
t_1=\frac{\ln(16520/573)}{9.66\times10^4\ \mathrm{s^{-1}}}=34.8\ \mathrm{\mu s}.
\]

The upper bound is \(t_2=43.4\ \mathrm{\mu s}\), and at least \(e^{-0.189}=0.83\) of the positive ions survive. Integration of the rate equations gives \(t_*=39.3\ \mathrm{\mu s}\) with a fraction 0.86 left. A spatially resolved solution of the original flux equations, with local recombination, gives \(39.0\ \mathrm{\mu s}\) and the same fraction to two digits. At handover there are \(8.6\times10^{10}\) positive ions and \(1.3\times10^8\) electrons per \(\mathrm{cm^3}\).

About 92% of the initial electrons have attached by then and 8% have escaped. Initially escape is only about 426/16094, or 3%, of attachment. Attachment weakens in proportion to \(N\), while escape at first hardly changes. At handover the two rates, \(aP_*/(R+1)=147P_*\) and \(wP_*=142P_*\) in \(\mathrm{s^{-1}}\), are nearly equal.

The negative-ion share of the negative wall flux in the spatial solution rises from 0.008 at switch-off to 0.53 at \(t_*\) and above 0.99 at \(2t_*\). The averaged model gives 0.5 at \(t_*\). Without recombination the cosine profiles solve the spatial equations exactly, and the share at \(M=RN\) would be 0.5 there too. The small excess therefore comes from recombination, which distorts the profiles.

If attachment and recombination are both switched off in the model, escape alone needs \(460\ \mathrm{\mu s}\) and retains 99% of the negative ions. But \(b\times460\ \mathrm{\mu s}\approx2\), so with the recombination of this example the sufficient condition found above would not be met. Here attachment makes the electrons disappear in time. The bounds also held in a test of twelve cases, with attachment from 0.01 to 3 times the example's value and \(\delta\) from 0.02 to 0.9. In two of them, with the slowest attachment and \(\delta=1/6\) and 0.9, the upper bound does not exist.

## How long the ion-ion plasma lasts

Once \(RN\ll P\), we have \(M\approx P\) and \(S\approx2P\), so \(\dot P=-\nu P-\kappa P^2\). The diffusion rate has halved from \(2\nu\) to \(\nu\), because the field no longer drives positive ions outward. With \(u=1/P\) this becomes \(\dot u=\nu u+\kappa\). Start it at handover, neglecting the short transition, and let \(q=\kappa P_*/\nu\). Then

\[
\frac{P_*}{P}=(1+q)e^{\nu(t-t_*)}-q .
\]

Setting the left side to 2 gives the half-life

\[
t_{1/2}=\frac1\nu\ln\frac{2+q}{1+q}.
\]

Here \(q=3927\times0.859/213=15.8\), so recombination dominates, and \(t_{1/2}=271\ \mathrm{\mu s}\). The spatial solution gives \(275\ \mathrm{\mu s}\). The ion-ion plasma thus lasts several times longer than it takes to form.

## What a real discharge changes

A real discharge does not start with a single temperature: electrons are hot at switch-off and need time to cool. As an estimate, let the electron temperature start at 2.5 eV and relax towards 0.2 eV with a time constant of \(5\ \mathrm{\mu s}\), with residual ionization included and the attachment coefficient held fixed. If the positive ions diffuse with \(2D\), as they do among many negative ions, \(M=RN\) is reached at \(40\ \mathrm{\mu s}\). If they diffuse with \((1+T_e/T)D\), as in a plasma without negative ions, it is reached at \(18\ \mathrm{\mu s}\). In both cases about 87% of the positive ions remain. In this estimate the time at which \(M=RN\) is therefore uncertain by about a factor of two, while the surviving fraction barely moves. Electrons at 0.2 eV are still much hotter than the ions, however, and their field goes on holding the negative ions back. The negative-ion wall flux then takes over later than \(M=RN\). The rough rate coefficients add their own uncertainty, and attachment matters most here: with a single temperature and all other inputs unchanged, the spatial solution reaches \(M=RN\) at \(91\ \mathrm{\mu s}\) for an attachment coefficient of \(1\times10^{-10}\ \mathrm{cm^3/s}\) and at \(13\ \mathrm{\mu s}\) for \(1\times10^{-9}\ \mathrm{cm^3/s}\), with 73% and 95% of the positive ions left. The value \(3\times10^{-10}\ \mathrm{cm^3/s}\) is typical of electrons at a few eV. Measured values for electrons thermalized at 300 K in \(\mathrm{Cl_2}\) are nearer \(2\times10^{-9}\ \mathrm{cm^3/s}\), which gives \(7\ \mathrm{\mu s}\) and 97%.

Coulomb collisions are also left out, and for cold electrons they are not small. At 300 K and the initial density of this example, central electrons collide with ions about twenty times as often as with the gas. If friction between all charged species is included in the spatial equations, the two negative wall fluxes become equal at about \(24\ \mathrm{\mu s}\) instead of \(38\ \mathrm{\mu s}\), with 91% of the positive ions left, and \(M=RN\) with \(R=655\) no longer marks this moment. These values use the friction coefficient of drifting Maxwellians with a Coulomb logarithm near 5. Reducing the electron-ion friction by the kinetic factor of 0.5 to 0.3 moves the time to 27 to \(29\ \mathrm{\mu s}\), with 90% left. Escape alone would then need about \(700\ \mathrm{\mu s}\) and retain 93 to 94% of the negative ions. Electron-ion friction weakens quickly as the electrons get hotter: at its 0.2 eV strength it alone shifts the \(38\ \mathrm{\mu s}\) by less than \(2\ \mathrm{\mu s}\).

Electron-ion recombination, the third omission, removes an electron together with a positive ion, as escape does. It can matter when the positive ions are molecular and the electrons cold. With an assumed coefficient between \(1\times10^{-7}\) and \(5\times10^{-7}\ \mathrm{cm^3/s}\), the averaged model reaches \(M=RN\) at 37 to \(30\ \mathrm{\mu s}\) instead of \(39\ \mathrm{\mu s}\), and still keeps about 85% of the positive ions.

Detachment, the fourth omission, can prevent the handover altogether. If negative ions release electrons at a frequency \(\nu_d\), the electrons gain \(\nu_dM\approx\nu_dP\) near handover, while they lose \(aP/(R+1)+wP\). Handover therefore requires \(\nu_d\) to be below about \(a/(R+1)+w\), here \(289\ \mathrm{s^{-1}}\), only 0.3% of \(a\). With detachment added, the averaged model reaches \(M=RN\) at \(43\ \mathrm{\mu s}\) for \(\nu_d=100\ \mathrm{s^{-1}}\) and at \(55\ \mathrm{\mu s}\) for \(250\ \mathrm{s^{-1}}\). For \(300\ \mathrm{s^{-1}}\) it has not done so after 5 ms, when 2% of the ions remain. In cold chlorine, associative detachment of \(\mathrm{Cl^-}\) on Cl atoms is endothermic and slow. In oxygen, atoms and metastable molecules detach electrons readily: a coefficient of \(2\times10^{-10}\ \mathrm{cm^3/s}\) on 1% of this gas density gives about \(1300\ \mathrm{s^{-1}}\). The results above should not be carried over to such gases without this term.

Two other simplifications matter less for these numbers. Making the negative ions 1.5 times as mobile as the positive ones, or shifting the initial electrons towards the walls, moves the time at which \(M=RN\) in the spatial solution, \(39.0\ \mathrm{\mu s}\), by less than \(1\ \mathrm{\mu s}\). With the more mobile negative ions, however, the two negative wall fluxes are already equal when \(1.5M=RN\). That is earlier by less than \(\ln(1.5)/a=4.2\ \mathrm{\mu s}\), the time in which attachment alone would lower \(N\) by this factor. The mean free paths between collisions with the gas, 0.13 cm for ions and 0.33 cm for electrons, are small against the gap, and Coulomb collisions shorten them further. The central space charge needed to support the field is about \(1.4\times10^3\) charges per \(\mathrm{cm^3}\), far below the electron density at handover, so quasineutrality holds in the bulk.

For a process that needs negative ions at an unbiased surface, in a gas where detachment stays below the limit above, the model asks for an off-time longer than \(t_*\); power should return before recombination has used up the ions, here within a few hundred microseconds. A biased electrode adds a field that this model does not contain. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
pressure 20 mTorr, T 300 K, gap 10 cm
undissociated fraction 0.50
attachment coefficient 3.0e-10 cm3/s
recombination coefficient 5.0e-08 cm3/s
reduced ion mobility 2.0 cm2/Vs
electron momentum-transfer coeff. 5.0e-08 cm3/s
initial positive ions 1.00e+11 cm-3, M/N 5.0
initial electrons 1.667e+10 cm-3, N0/P0 0.1667
gas density 6.438e+14 cm-3, kT/e 0.02585 V
ion mobility 8.347e+04 cm2/Vs
electron mobility 5.464e+07 cm2/Vs, ratio R 654.6
ion diffusivity 2157.9 cm2/s
free ion diffusion rate nu 213.0 1/s
attachment frequency 9.6565e+04 1/s
averaged recombination frequency 3927.0 1/s
ion loss bound 2nu+kappa 4352.9 1/s
handover, averaged model 39.30 us
handover, spatial model 39.01 us
handover bounds 34.81 to 43.44 us
positive ions left: averaged 0.8590, spatial 0.8604
lower bound on positive ions left 0.8277
positive ions at handover 8.590e+10 cm-3
electrons at handover 1.310e+08 cm-3
electrons attached 0.9161, escaped 0.0761
negative-ion share of negative wall flux:
  at 0, t*, 2t*: 0.0076, 0.5326, 0.9999
ion half-life: formula 270.9, spatial 275.0 us
escape only, handover: formula 459.5 us
escape only, handover: spatial 459.7 us
escape only, negative ions retained 0.9926
no initial M, k=0, r=0.01: fraction left 0.00954
no initial M, k=0, r=0.3: fraction left 0.17905
no initial M, k=0, r=100: fraction left 0.95450
sweep: 10 of 12 cases have a finite upper bound
edge-weighted electrons, handover 38.90 us
negative/positive ion mobility 1.5, handover 39.57 us
hot start Te 2.5 eV, floor 0.2 eV
hot start cooling time 5.0 us, E_ion 11.5 eV
hot, weak wall loss: 40.19 us, P left 0.8685
hot, strong wall: 17.92 us, P left 0.8668
mean free path: ion 0.130, electron 0.334 cm
central space charge 1.41e+03 cm-3
```
